# Path-integral ground state of the oscillator with a constant trial function

## Problem

A particle of mass $m$ moves in one dimension with the Hamiltonian

$$
H=\frac{p^2}{2m}+V(x),\qquad V(x)=\frac12 m\omega^2x^2,\qquad \omega>0,\quad \hbar=1 .
$$

The path-integral ground-state method applies $e^{-\Theta H}$ to a trial function $\psi_T$ and takes averages in the resulting state. Here $\psi_T(x)=1$. The imaginary time $\Theta=M\tau$ is divided into $M\ge1$ steps, and each short-time propagator is replaced by the symmetric primitive link

$$
G(x,x')=\sqrt{\frac{m}{2\pi\tau}}\;
e^{-\tau V(x)/2}\,e^{-m(x-x')^2/(2\tau)}\,e^{-\tau V(x')/2}.
$$

An average needs the projected state twice, once as bra and once as ket. The path therefore has $2M$ links, beads $x_0,\dots,x_{2M}$, and total length $L=2M\tau=2\Theta$. Its weight is

$$
W=\psi_T(x_0)\left[\prod_{j=0}^{2M-1}G(x_j,x_{j+1})\right]\psi_T(x_{2M}).
$$

1. Show that $W$ is a normalizable Gaussian, although $\psi_T$ is not normalizable.
2. Integrate the chain from one end and find the projected function after $n$ links in closed form.
3. Find $\langle x^2\rangle$ at the middle bead and at every other bead.
4. At fixed $\tau$, find how the mid-path value depends on $L$, and identify the states responsible for the decay rate.
5. Find the leading time-step error, first for a long path and then at fixed finite $\Theta$.
6. Find the path length at which the truncation and time-step errors cancel.
7. Evaluate the results for $m=1$ and $\omega=1$ in Hartree atomic units.

## Solution

### 1. The Gaussian chain

Let $k=m/\tau$. Expanding the square in the link, its exponent is

$$
-\frac{k}{2}(x^2-2xx'+x'^2)-\frac{\tau m\omega^2}{4}(x^2+x'^2)
=-\frac{c}{2}(x^2+x'^2)+kxx',
$$

with

$$
c=k+\frac{m\omega^2\tau}{2}=k\left(1+\frac{\omega^2\tau^2}{2}\right).
$$

Since $c/k>1$, there is a number $\mu>0$ with $c=k\cosh\mu$. The identity $\cosh\mu=1+2\sinh^2(\mu/2)$ turns this definition into

$$
\sinh\frac{\mu}{2}=\frac{\omega\tau}{2}.
$$

The product of all links is proportional to $\exp(-\frac12\mathbf x^{\mathsf T}A\mathbf x)$. An end bead belongs to one link and an interior bead to two, so the diagonal of $A$ is $c$ at the ends and $2c$ inside. Neighbouring beads are coupled by the element $-k$. The unexpanded exponent shows that

$$
\frac12\mathbf x^{\mathsf T}A\mathbf x=
\sum_{j=0}^{2M-1}\left[\frac{k}{2}(x_j-x_{j+1})^2
+\frac{\tau m\omega^2}{4}(x_j^2+x_{j+1}^2)\right].
$$

This is positive unless every $x_j$ vanishes. Hence $A$ is positive definite, $W$ is normalizable, and $\langle x_j^2\rangle=(A^{-1})_{jj}$. The potential in the links confines the path, so the constant at its ends does no harm. If $\omega=0$, the whole path can be shifted at no cost and the weight is no longer normalizable.

### 2. Integration from one end

Let $\varphi_0=1$ and $\varphi_{n+1}(x)=\int G(x,x')\varphi_n(x')\,dx'$. Suppose that $\varphi_n(x)=C_n e^{-a_nx^2/2}$, which holds for $n=0$ with $C_0=1$ and $a_0=0$. Then

$$
\varphi_{n+1}(x)=C_n\sqrt{\frac{k}{2\pi}}\;e^{-cx^2/2}
\int e^{-(c+a_n)x'^2/2+kxx'}\,dx' .
$$

Completing the square gives $\int e^{-bx'^2/2+kxx'}dx'=\sqrt{2\pi/b}\;e^{k^2x^2/(2b)}$ for $b>0$. With $b=c+a_n$, the function remains Gaussian and

$$
C_{n+1}=C_n\sqrt{\frac{k}{c+a_n}},\qquad
a_{n+1}=c-\frac{k^2}{c+a_n}.
$$

The recursion for $a_n$ becomes linear if we define $u_0=1$ and $u_{n+1}=u_n(c+a_n)/k$, so that $c+a_n=ku_{n+1}/u_n$. Adding $c$ to both sides of the recursion gives

$$
k\frac{u_{n+2}}{u_{n+1}}=2k\cosh\mu-k\frac{u_n}{u_{n+1}},
$$

or, after multiplication by $u_{n+1}/k$,

$$
u_{n+2}+u_n=2\cosh\mu\;u_{n+1}.
$$

The starting values are $u_0=1$ and $u_1=c/k=\cosh\mu$. The function $\cosh n\mu$ has these values and satisfies the equation, because $\cosh((n+2)\mu)+\cosh(n\mu)=2\cosh\mu\cosh((n+1)\mu)$. Two starting values fix the solution, so $u_n=\cosh n\mu$. Therefore

$$
a_n=k\left[\frac{\cosh((n+1)\mu)}{\cosh n\mu}-\cosh\mu\right]
=k\sinh\mu\,\tanh n\mu ,
$$

where the last step expands $\cosh(n\mu+\mu)$. All $a_n$ are nonnegative, so every integral converged. Let $\lambda=k\sinh\mu$. The half-angle formula gives

$$
\lambda=2k\sinh\frac{\mu}{2}\cosh\frac{\mu}{2}
=\frac{m}{\tau}\,\omega\tau\cosh\frac{\mu}{2}
=m\omega\sqrt{1+\frac{\omega^2\tau^2}{4}} .
$$

The projected function is thus $\varphi_n\propto\exp[-\frac12\lambda\tanh(n\mu)\,x^2]$.

### 3. Mid-path and other averages

Integrating out all beads to the left of the middle gives $\varphi_M(x)$, and those to the right give the same factor. The density of the middle bead is proportional to $\varphi_M^2\propto e^{-a_Mx^2}$, whose variance is $1/(2a_M)$:

$$
\boxed{\;\langle x^2\rangle_{\rm mid}
=\frac{\coth(M\mu)}{2m\omega\sqrt{1+\omega^2\tau^2/4}}\;}
$$

For bead $j$ the two factors are $\varphi_j$ and $\varphi_{2M-j}$, and the variance is $1/(a_j+a_{2M-j})$. Using $\tanh A+\tanh B=\sinh(A+B)/(\cosh A\cosh B)$,

$$
\langle x_j^2\rangle=
\frac{\cosh(j\mu)\cosh((2M-j)\mu)}{\lambda\sinh(2M\mu)} .
$$

At an end this is $\coth(2M\mu)/\lambda$, which tends to $1/\lambda$ for a long path. The middle value tends to $1/(2\lambda)$. The factor of two arises because an end bead samples $\psi_T\varphi_{2M}$, which contains the projected Gaussian once, whereas the middle bead samples its square. With the constant trial function, position averages in the ground state must therefore be taken at beads far from both ends. The numerator above equals $\frac12[\cosh(2M\mu)+\cosh((2M-2j)\mu)]$, which is smallest at $j=M$, so the middle bead lies closest to $1/(2\lambda)$.

Two limits show what the formula contains. If $\omega\Theta\ll1$, then $\mu\simeq\omega\tau$, $\coth(M\mu)\simeq1/(\omega\Theta)$, and

$$
\langle x^2\rangle_{\rm mid}\simeq\frac{1}{2m\omega^2\Theta}=\frac{1}{m\omega^2L}.
$$

This is the variance of the classical density $e^{-LV(x)}$: the path is too short for the kinetic energy to shape the distribution. If instead $\tau\to0$ at fixed $\Theta$, then $M\mu\to\omega\Theta$ and

$$
\langle x^2\rangle_{\rm mid}\to\frac{\coth(\omega\Theta)}{2m\omega},
$$

which tends to the exact ground-state value $1/(2m\omega)$ as $\Theta\to\infty$.

### 4. Dependence on path length

At fixed $\tau$ the mid-path value has the plateau

$$
X_\tau=\frac{1}{2\lambda}=\frac{1}{2m\omega\sqrt{1+\omega^2\tau^2/4}} .
$$

Let $\tilde\omega=\mu/\tau$ and $q=e^{-2M\mu}=e^{-\tilde\omega L}$. Since $\coth(M\mu)=(1+q)/(1-q)$, the deviation relative to the plateau is

$$
\frac{\langle x^2\rangle_{\rm mid}-X_\tau}{X_\tau}
=\coth(M\mu)-1=\frac{2q}{1-q}
=\frac{2e^{-\tilde\omega L}}{1-e^{-\tilde\omega L}} .
$$

The approach is from above and becomes a pure exponential, $2e^{-\tilde\omega L}$, once $e^{-\tilde\omega L}\ll1$. From $\operatorname{arsinh}z=z-z^3/6+\dots$ at $z=\omega\tau/2$, the rate is

$$
\tilde\omega=\frac{2}{\tau}\operatorname{arsinh}\frac{\omega\tau}{2}
=\omega\left(1-\frac{\omega^2\tau^2}{24}+\dots\right).
$$

To find the origin of this rate, apply one link to $g(x)=e^{-\lambda x^2/2}$. Because $c+\lambda=k(\cosh\mu+\sinh\mu)=ke^{\mu}$, the new width parameter is $c-ke^{-\mu}=k\sinh\mu=\lambda$, and the prefactor is $\sqrt{k/(c+\lambda)}=e^{-\mu/2}$. Thus $Gg=e^{-\mu/2}g$.

In this integral $x'$ has a Gaussian distribution with mean $kx/(c+\lambda)=e^{-\mu}x$ and variance $1/(c+\lambda)=e^{-\mu}/k$. Hence $G(xg)=e^{-3\mu/2}xg$, and

$$
G(x^2g)=e^{-\mu/2}\left(e^{-2\mu}x^2+\frac{e^{-\mu}}{k}\right)g .
$$

The combination $(x^2-s)g$ is an eigenfunction with eigenvalue $e^{-5\mu/2}$ if the constant terms match, $e^{-\mu}/k-s=-se^{-2\mu}$. This gives

$$
s=\frac{e^{-\mu}}{k(1-e^{-2\mu})}=\frac{1}{2k\sinh\mu}=\frac{1}{2\lambda}.
$$

The trial function is even and $G$ preserves parity, so the odd state $xg$ never enters. The even state does. For a long path $\tanh(M\mu)\simeq1-2q$, and the result of part 2 becomes

$$
\varphi_M\propto g\,(1+\lambda qx^2)
=g\left[\left(1+\frac q2\right)+\lambda q\,(x^2-s)\right]
$$

to first order in $q$. In the density $g^2$, which has variance $s$, we have $\langle x^4\rangle=3s^2$. The two eigenfunctions are orthogonal, so the norm has no correction of first order from their overlap. The interference term changes $\langle x^2\rangle$ by

$$
2\lambda q\,\langle x^2(x^2-s)\rangle=2\lambda q\,(3s^2-s^2)=4\lambda qs^2=2qs,
$$

where $\lambda s=\frac12$ was used. Relative to $s=X_\tau$ this is $2q$, as found above.

The energy gap to the even state is $2\tilde\omega$, since one link of duration $\tau$ reduces its relative amplitude by $e^{-2\mu}$. The amplitude is projected for a time $\Theta=L/2$, which gives $e^{-2\tilde\omega\Theta}=e^{-\tilde\omega L}$. The deviation is linear in this amplitude because $x^2$ connects the two states.

### 5. Time-step error

For a long path the error is that of the plateau. With $(1+z)^{-1/2}=1-\frac z2+\frac{3z^2}{8}-\dots$ and $z=\omega^2\tau^2/4$,

$$
X_\tau=\frac{1}{2m\omega}\left(1-\frac{\omega^2\tau^2}{8}
+\frac{3\omega^4\tau^4}{128}-\dots\right).
$$

The leading error is quadratic and negative, and a longer path does not remove it. For $\omega\tau\gg1$ the expansion fails. The plateau then tends to $1/(m\omega^2\tau)$, the variance of $e^{-\tau V}$: the springs of strength $m/\tau$ are so weak that each interior bead feels only its own potential factor.

At fixed finite $\Theta$, the argument of the hyperbolic cotangent also depends on $\tau$. Let $y=\omega\Theta$. Then $M\mu=\tilde\omega\Theta=y-\omega^2\tau^2y/24+\dots$. Since the derivative of $\coth y$ is $-1/\sinh^2y$,

$$
\coth(M\mu)=\coth y+\frac{\omega^2\tau^2}{24}\frac{y}{\sinh^2y}+O(\tau^4).
$$

Multiplying by the expansion of $X_\tau$ and keeping terms through $\tau^2$,

$$
\langle x^2\rangle_{\rm mid}=\frac{\coth y}{2m\omega}+B\tau^2+O(\tau^4),
\qquad
B=\frac{\omega}{2m}\left[-\frac{\coth y}{8}+\frac{y}{24\sinh^2y}\right].
$$

Multiplying the bracket by $24\sinh^2y$ gives $y-3\sinh y\cosh y$. This is negative for $y>0$, because $\sinh y>y$ and $\cosh y>1$. The leading time-step error therefore lowers $\langle x^2\rangle$ at every path length. For $y\to\infty$, $B\to-\omega/(16m)$, in agreement with the plateau.

Extrapolating to $\tau=0$ at fixed $\Theta$ gives $\coth(\omega\Theta)/(2m\omega)$, which still contains the truncation error. Lengthening the path at fixed $\tau$ gives $X_\tau$, which still contains the time-step error. Both limits are needed.

### 6. Cancellation of the two errors

For $\psi_T=1$, truncation raises the result and the time step lowers it. The sign of the truncation error depends on the trial function: a trial Gaussian with $a_0>\lambda$ keeps $a_n>\lambda$ under the recursion of part 2 and approaches the plateau from below. The mid-path value equals $1/(2m\omega)$ when $\coth(M\mu)=\sqrt{1+\omega^2\tau^2/4}=\cosh(\mu/2)$. Writing the left side as $(1+q)/(1-q)$ and solving for $q$,

$$
q=\frac{\cosh(\mu/2)-1}{\cosh(\mu/2)+1}
=\frac{2\sinh^2(\mu/4)}{2\cosh^2(\mu/4)}=\tanh^2\frac{\mu}{4}.
$$

With $q=e^{-2M\mu}$ this means $M\mu=-\ln\tanh(\mu/4)$, or

$$
L_c=2M\tau=-\frac{2\tau}{\mu}\ln\tanh\frac{\mu}{4}
\simeq\frac{2}{\omega}\ln\frac{4}{\omega\tau}\qquad(\omega\tau\ll1).
$$

For a given $\tau$ the corresponding $M$ need not be an integer, so an actual path may only come close to this point. It also need not reach $1$. For $M=1$ the condition reads $a_1=c-k^2/c=m\omega$, or $t^3-2t^2+4t-4=0$ with $t=\omega\tau$, whose only real root is $t\approx1.30$. For larger $\omega\tau$ the length $L_c$ is shorter than the shortest path, $L=2\tau$, every path gives a value below $1/(2m\omega)$, and no cancellation occurs. Agreement with the exact value at a single length does not show that either error is small. For $L>L_c$ the total error is negative and tends to the plateau error.

### 7. Numerical example

Take $m=1$ and $\omega=1$ in Hartree atomic units. Lengths $L$ and steps $\tau$ are in hartree$^{-1}$ and $\langle x^2\rangle$ is in bohr$^2$. The exact ground-state value is $0.5$ bohr$^2$, or $0.1400$ Å$^2$.

For $\tau=0.2$, $k=1/0.2=5$ and $c=5+0.1=5.1$ bohr$^{-2}$. The recursion starts with

$$
a_1=5.1-\frac{25}{5.1}=0.198039,\qquad
a_2=5.1-\frac{25}{5.298039}=0.381273,
$$

and reaches $a_5=0.764691$ bohr$^{-2}$. A path with $M=5$ therefore has $\langle x^2\rangle_{\rm mid}=1/(2\times0.764691)=0.65386$ bohr$^2$.

The closed form uses $\mu=0.199668$ and $\lambda=1.004988$ bohr$^{-2}$. The plateau is $1/(2\times1.004988)=0.497519$ bohr$^2$, and the decay rate is $\tilde\omega=0.199668/0.2=0.99834$ hartree. The mid-path values below were obtained by numerical inversion of the matrix $A$ of part 1.

| $L$ | $M$ | $\langle x^2\rangle_{\rm mid}$ | minus plateau | minus $0.5$ |
|---:|---:|---:|---:|---:|
| 2 | 5 | 0.653858 | $1.563\times10^{-1}$ | $+1.539\times10^{-1}$ |
| 4 | 10 | 0.516209 | $1.869\times10^{-2}$ | $+1.621\times10^{-2}$ |
| 6 | 15 | 0.500016 | $2.497\times10^{-3}$ | $+1.6\times10^{-5}$ |
| 8 | 20 | 0.497857 | $3.384\times10^{-4}$ | $-2.143\times10^{-3}$ |
| 12 | 30 | 0.497525 | $6.237\times10^{-6}$ | $-2.475\times10^{-3}$ |
| 16 | 40 | 0.497519 | $1.150\times10^{-7}$ | $-2.481\times10^{-3}$ |

The last two deviations from the plateau give the rate

$$
\frac{1}{16-12}\ln\frac{6.237\times10^{-6}}{1.150\times10^{-7}}=0.998\ \text{hartree},
$$

as expected. The first two give $1.06$ hartree, because the denominator $1-q$ still matters on short paths.

The row $L=6$ lies next to the cancellation length $L_c=6.006$ hartree$^{-1}$. Its error relative to the exact value is only about $0.003\%$, but doubling the path length increases the magnitude of the error to about $0.5\%$. At $L=16$ the end bead has $\langle x_0^2\rangle=0.99504$ bohr$^2$, twice the mid-path value.

The next table, again from inversion of $A$, varies the time step at two fixed lengths. Each error is the difference from the $\tau\to0$ limit at the same length, which is $0.5000001$ bohr$^2$ for $L=16$ and $0.6565176$ bohr$^2$ for $L=2$.

| $L$ | $\tau$ | error (bohr$^2$) | error$/\tau^2$ (a.u.) |
|---:|---:|---:|---:|
| 16 | 0.8 | $-3.576\times10^{-2}$ | $-0.05588$ |
| 16 | 0.4 | $-9.710\times10^{-3}$ | $-0.06069$ |
| 16 | 0.2 | $-2.481\times10^{-3}$ | $-0.06204$ |
| 16 | 0.1 | $-6.238\times10^{-4}$ | $-0.06238$ |
| 2 | 0.5 | $-1.599\times10^{-2}$ | $-0.06398$ |
| 2 | 0.25 | $-4.138\times10^{-3}$ | $-0.06620$ |
| 2 | 0.125 | $-1.043\times10^{-3}$ | $-0.06678$ |
| 2 | 0.0625 | $-2.614\times10^{-4}$ | $-0.06693$ |

For $L=16$ the last column approaches $-1/16=-0.0625$. The last halving of $\tau$ reduces the error by a factor $2.481/0.6238=3.98$, close to the factor of four of a quadratic law.

For $L=2$ we have $y=1$ and $\coth1=2\times0.6565176=1.313035$. Since $1/\sinh^2y=\coth^2y-1$, its value at $y=1$ is $0.72406$, and

$$
B=\frac12\left[-\frac{1.313035}{8}+\frac{0.72406}{24}\right]=-0.06698\ \text{a.u.},
$$

which is the value the column approaches. On this short path the truncation error is $0.6565-0.5=0.1565$ bohr$^2$. It is about 600 times the time-step error at $\tau=0.0625$, and reducing $\tau$ further leaves it in place.

Numerical values quoted here were computed with a short program.
